# PAW Dipole Matrix Elements from Overlaps between k and k+q

In a direct interband transition, described with independent electrons, a crystal absorbs light by lifting an electron from one Bloch state to another of nearly the same wave vector. The strength of the transition is set by a dipole matrix element, but the position operator is not periodic, so it cannot be integrated directly between Bloch states over a cell. What takes its place is a derivative of the periodic part of the Bloch function with respect to wave vector. A computer supplies these functions at separate wave vectors, each with an arbitrary phase, and with an arbitrary mixture of states wherever bands are degenerate. How can such output be differentiated, and how large is the error?

## The quantity wanted

Atomic units are used in the algebra. Let $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u_{n\mathbf k}$ periodic and normalized over one cell. Displacements are $\mathbf q=q\,\mathbf e$ with $\mathbf e$ a fixed unit vector, and $\partial$ means $\mathbf e\cdot\partial/\partial\mathbf k$. The dipole element between different bands is

$$r_{mn}=i\langle u_m|\partial u_n\rangle .$$

Its link with momentum follows from $H(\mathbf k)u_n=\varepsilon_nu_n$, where $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. Differentiate and project on $u_m$ with $\varepsilon_m\neq\varepsilon_n$. The term in $\partial\varepsilon_n$ vanishes by orthogonality, which leaves

$$\langle u_m|\partial H|u_n\rangle=(\varepsilon_n-\varepsilon_m)\langle u_m|\partial u_n\rangle=i(\varepsilon_m-\varepsilon_n)\,r_{mn}.$$

For a local potential only the kinetic energy depends on $\mathbf k$, so $\partial H=\mathbf e\cdot(\mathbf p+\mathbf k)$ and the left side is the momentum element $p_{mn}=\langle\psi_m|\mathbf e\cdot\mathbf p|\psi_n\rangle$. With a nonlocal potential, $\partial H$ has a further term and the left side is the velocity element instead.

## Three states by hand

Take three orthonormal states at $\mathbf k$: $|0\rangle$, and a degenerate pair $|1\rangle,|2\rangle$. Suppose that at $\mathbf k+\mathbf q$ the pair has become the space spanned by

$$|A\rangle=\cos\theta\,|1\rangle-i\sin\theta\,|0\rangle,\qquad |B\rangle=|2\rangle,\qquad \theta=aq+bq^2 .$$

At $q=0$ the derivative of $|A\rangle$ is $-ia|0\rangle$, so $r_{01}=i(-ia)=a$, while $r_{02}=0$. These are the values to recover.

The displacement may split the pair, and the split eigenstates need not be $A$ and $B$. Let the diagonalization return $|\pm\rangle=(|A\rangle\pm|B\rangle)/\sqrt2$. The overlaps of the old states with the new ones are

$$M_{0D}=\frac{-i\sin\theta}{\sqrt2}\,(1,\;1),\qquad
M_{DD}=\begin{pmatrix}\cos\theta&0\\0&1\end{pmatrix}G,\qquad
G=\frac1{\sqrt2}\begin{pmatrix}1&1\\1&-1\end{pmatrix},$$

where $D$ denotes the pair.

First try to repair phases band by band, making the diagonal of $M_{DD}$ positive. The diagonal is $(\cos\theta,-1)/\sqrt2$, so the second column changes sign. The row becomes $-i\sin\theta\,(1,-1)/\sqrt2$, and multiplying by $i/q$ gives, as $q\to0$, the estimate $a(1,-1)/\sqrt2$ in place of $(a,0)$. The squared error is $a^2[(1/\sqrt2-1)^2+1/2]=a^2(2-\sqrt2)$. It does not shrink with $q$, because the fault is a rotation and not a phase.

Now use a singular value decomposition, $M_{DD}=U\Sigma V^\dagger$, and form the unitary matrix $W=VU^\dagger$. Here $U=1$, $\Sigma=\mathrm{diag}(\cos\theta,1)$ and $V^\dagger=G$. (A library routine sorts the singular values, but the permutation cancels in $VU^\dagger$.) Since $G$ is real, symmetric and its own inverse, $W=G$, and

$$M_{0D}W=\frac{-i\sin\theta}{2}\,(1,1)\begin{pmatrix}1&1\\1&-1\end{pmatrix}=(-i\sin\theta,\;0).$$

The rotation has been undone. The forward difference is

$$\frac{i(-i\sin\theta)}{q}=\frac{\sin(aq+bq^2)}{q}=a+bq-\frac{a^3q^2}{6}+O(q^3),$$

with an error of first order. For the central difference, align separately at $+q$ and $-q$, subtract, and divide by $2q$:

$$\frac{\sin(aq+bq^2)-\sin(-aq+bq^2)}{2q}=\frac{\sin(aq)\cos(bq^2)}{q}=a-\frac{a^3q^2}{6}+O(q^4).$$

The term in $b$ has cancelled and the error is of second order. The singular value $\cos\theta\approx1-a^2q^2/2$ measures how far the pair has turned out of its original space.

## Overlaps in the PAW method

In a crystal the overlap is

$$M_{mn}(q)=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf q}\rangle=\langle\psi_{m\mathbf k}|e^{-i\mathbf q\cdot\mathbf r}|\psi_{n,\mathbf k+\mathbf q}\rangle .$$

PAW stores a smooth function $\tilde\psi$ in place of $\psi$. Inside an augmentation region around each atom, $\tilde\psi=\sum_i\tilde\phi_ic_i$ and $\psi=\sum_i\phi_ic_i$ with the same coefficients $c_i=\langle p_i|\tilde\psi\rangle$; outside, $\psi=\tilde\psi$. The operator $e^{-i\mathbf q\cdot\mathbf r}$ is local, so its matrix element is a smooth integral over the whole cell plus, in each region, the all-electron integral minus the smooth one.

To write this with periodic functions, measure $\mathbf r$ from the atom at $\mathbf R$ and let $|p_{i\mathbf k}\rangle=e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}|p_i\rangle$. Then $\langle p_i|\tilde\psi_{\mathbf k}\rangle=e^{i\mathbf k\cdot\mathbf R}\langle p_{i\mathbf k}|\tilde u_{\mathbf k}\rangle$. The three phases $e^{-i\mathbf k\cdot\mathbf R}$, $e^{-i\mathbf q\cdot\mathbf R}$ and $e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}$ multiply to one, and

$$M_{mn}(q)=\langle\tilde u_{m\mathbf k}|\tilde u_{n,\mathbf k+\mathbf q}\rangle+\sum_{ij}\langle\tilde u_{m\mathbf k}|p_{i\mathbf k}\rangle\,Q_{ij}(q)\,\langle p_{j,\mathbf k+\mathbf q}|\tilde u_{n,\mathbf k+\mathbf q}\rangle,$$

$$Q_{ij}(q)=\langle\phi_i|e^{-i\mathbf q\cdot\mathbf r}|\phi_j\rangle-\langle\tilde\phi_i|e^{-i\mathbf q\cdot\mathbf r}|\tilde\phi_j\rangle .$$

The sum includes all atoms in the cell. With $Q_{ij}=Q_{ij}(0)$, the smooth states obey

$$\tilde H\tilde u_n=\varepsilon_nS\tilde u_n,\qquad S=1+\sum_{ij}|p_{i\mathbf k}\rangle Q_{ij}\langle p_{j\mathbf k}|,\qquad \langle\tilde u_m|S|\tilde u_n\rangle=\delta_{mn}.$$

Hence $M(0)=1$, even when the partial waves are incomplete. I assume that $S$ is positive and that $\tilde H$ and $S$ depend smoothly on $\mathbf k$. The latter requires the same set of reciprocal vectors at $\mathbf k$ and $\mathbf k\pm\mathbf q$; a set that changes with $\mathbf q$ would make the functions jump.

## What the limit contains

Let $D$ be a group of bands separated by gaps from all others at $\mathbf k$ and throughout the displacement. Degeneracy and crossings inside $D$ are allowed. The space of the group then varies smoothly and has a smooth $S$-orthonormal frame, which can be started from the eigenstates at $\mathbf k$. The frame need not consist of eigenstates at $q\neq0$.

Expand $Q_{ij}(q)=Q_{ij}-iq\,d_{ij}+O(q^2)$, where $d_{ij}$ is the difference of $\langle\mathbf e\cdot\mathbf r\rangle$ between the all-electron and smooth partial waves. The derivative of $M_{mn}$ in the smooth frame is

$$M'_{mn}=\langle m|S|\partial n\rangle+\sum_{ij}\langle m|p_i\rangle Q_{ij}\langle\partial p_j|n\rangle-i\sum_{ij}\langle m|p_i\rangle d_{ij}\langle p_j|n\rangle .$$

The plain term $\langle m|\partial n\rangle$ and the term with $\langle p_j|\partial n\rangle$ have been joined into the first one by the definition of $S$.

For $m$ outside $D$ the first term follows from perturbation theory. Write the frame as columns $F$, so that $\tilde HF=SFE$ with a matrix $E(q)$ that equals $\mathrm{diag}(\varepsilon_n)$ at $q=0$. Differentiate:

$$\tilde H'F+\tilde HF'=S'FE+SF'E+SFE'.$$

Project on $\langle m|$. The last term vanishes because $\langle m|S|F\rangle=0$, and $\langle m|\tilde H=\varepsilon_m\langle m|S$. Collecting terms,

$$\langle m|S|\partial n\rangle=\frac{\langle m|\tilde H'-\varepsilon_nS'|n\rangle}{\varepsilon_n-\varepsilon_m}.$$

Only energies from inside and outside the group meet in the denominator, so degeneracy in $D$ does no harm. Multiplying $M'$ by $i$ gives the PAW dipole element:

$$r_{mn}=i\left[\frac{\langle m|\tilde H'-\varepsilon_nS'|n\rangle}{\varepsilon_n-\varepsilon_m}+\sum_{ij}\langle m|p_i\rangle Q_{ij}\langle\partial p_j|n\rangle\right]+\sum_{ij}\langle m|p_i\rangle d_{ij}\langle p_j|n\rangle .$$

It is Hermitian, as a dipole must be. The last sum is Hermitian because $d$ is. Call the bracket $X_{mn}$. In $X_{mn}+X_{nm}^*$ the fractions give $(\varepsilon_m-\varepsilon_n)S'_{mn}/(\varepsilon_n-\varepsilon_m)=-S'_{mn}$, and the two projector terms give $+S'_{mn}$. Thus $X$ is anti-Hermitian and $iX$ is Hermitian.

This is the limit of the finite difference for the given dataset. It equals $p_{mn}/[i(\varepsilon_m-\varepsilon_n)]$ of the all-electron problem when the partial waves and the plane waves are complete and the potential is local. Reducing $q$ cannot remove a completeness error.

## Alignment in general

Let $N(q)$ be the overlaps in the smooth frame, so that $N_{DD}(0)=1$ and $N_{mD}(0)=0$. The computer returns the frame multiplied by an unknown unitary matrix $G$, which may differ erratically from one $q$ to the next:

$$M_{DD}=N_{DD}G,\qquad M_{mD}=N_{mD}G .$$

With $M_{DD}=U\Sigma V^\dagger$ and $W=VU^\dagger$,

$$M_{DD}W=U\Sigma V^\dagger VU^\dagger=U\Sigma U^\dagger=(M_{DD}M_{DD}^\dagger)^{1/2}.$$

This is Hermitian and positive if no singular value is zero. No other unitary $W$ achieves that: if $M_{DD}W=P$ is Hermitian and positive, then $P^2=M_{DD}M_{DD}^\dagger$, which fixes $P$ and with it $W=M_{DD}^{-1}P$. Since $M_{DD}M_{DD}^\dagger=N_{DD}N_{DD}^\dagger$, the aligned row is

$$R(q)=M_{mD}W=N_{mD}\,G\,G^{-1}N_{DD}^{-1}(N_{DD}N_{DD}^\dagger)^{1/2}=N_{mD}W_N ,$$

where $W_N=N_{DD}^{-1}(N_{DD}N_{DD}^\dagger)^{1/2}$. The unknown $G$ has gone. Near $q=0$ the matrix under the root is close to the unit matrix, so $W_N$ is smooth and $W_N(0)=1$. Therefore

$$R'(0)=N'_{mD}(0)\,W_N(0)+N_{mD}(0)\,W'_N(0)=N'_{mD}(0)=-i\,r_{mD}.$$

The derivative of the alignment matrix drops out because it multiplies $N_{mD}(0)=0$. This is also why elements inside $D$ are not obtained: there $N_{DD}(0)=1$, and the alignment removes the information.

The singular values start at second order. Differentiating the orthonormality of the frame gives $\langle\partial m|S|n\rangle+\langle m|S|\partial n\rangle+S'_{mn}=0$ inside $D$. By the formula for $M'$, this sum is $N'_{DD}+N'^{\dagger}_{DD}$, the dipole terms cancelling. So $N'_{DD}$ is anti-Hermitian, $N_{DD}N_{DD}^\dagger=1+O(q^2)$, and $\Sigma=1+O(q^2)$. A singular value far below one warns that the step is too long or that the group has been chosen wrongly.

The components of $r_{mD}$ refer to the chosen basis at $\mathbf k$ and rotate with it; the norm $\|r_{mD}\|=(\sum_{n\in D}|r_{mn}|^2)^{1/2}$ does not. If this norm is all that is needed, a forward difference requires no alignment, since $\|M_{mD}G\|=\|M_{mD}\|$ for unitary $G$. A central difference of the rows still requires it, because two rows are subtracted. For the norm alone, second order is available without alignment: when $r_{mD}\neq0$, the function $\|M_{mD}(q)\|/|q|=\|iR(q)/q\|$ is smooth in $q$, so the mean of its values at $+q$ and $-q$ equals $\|r_{mD}\|+O(q^2)$.

## Error orders

Expand the smooth row, with coefficient rows $B_2,B_3,\dots$:

$$R(q)=-iq\,r+q^2B_2+q^3B_3+q^4B_4+q^5B_5+\dots$$

The forward and central estimates are

$$\frac{iR(q)}{q}=r+iqB_2+O(q^2),\qquad
C(q)=\frac{i[R(q)-R(-q)]}{2q}=r+iq^2B_3+iq^4B_5+\dots$$

The general orders are one and two. One Richardson step removes the $q^2$ term:

$$\frac{4C(q/2)-C(q)}{3}=r+\frac{iq^4B_5}{3}\left(\frac4{16}-1\right)+\dots=r-\frac{iq^4B_5}{4}+\dots$$

Symmetry can raise the forward order. Let $\mathbf k=0$ in a crystal with inversion $I$, with $u_m$ of parity $\eta_m$ and all states of $D$ of parity $\eta_D$. Applying $\eta_DI$ to the aligned states at $+\mathbf q$ gives states of the group at $-\mathbf q$. Their overlaps with $D$ are unchanged, hence still Hermitian and positive, so by uniqueness they are the aligned states there. It follows that $R(-q)=\eta_m\eta_DR(q)$. For opposite parities $R$ is odd, $B_2=0$, and forward and central differences coincide.

Shortening the on-site factor $Q_{ij}(q)$ also matters:

- Keeping only $Q_{ij}(0)$ removes $-id_{ij}$ from $M'$. The estimate then lacks the whole dipole sum in $r_{mn}$, however small $q$ is.
- Keeping $Q_{ij}(0)-iq\,d_{ij}$ changes $M_{mD}$ first at order $q^2$. That leading change is even in $q$ and cancels in the central difference. The change of $W$ is also $O(q^2)$, but it multiplies a row of order $q$. The central error stays $O(q^2)$ with another coefficient.

Finally, numerical errors of size $\delta$ in the overlaps produce errors of about $\delta/q$. If the central truncation error is $cq^2$, the sum $cq^2+\delta/q$ is smallest where $2cq=\delta/q^2$, that is, at $q=(\delta/2c)^{1/3}$.

## The procedure

1. Solve the PAW problem at $\mathbf k$ and choose groups separated by gaps. Put degenerate and nearly degenerate bands in one group.
2. Solve at $\mathbf k+\mathbf q$ and $\mathbf k-\mathbf q$ with the same reciprocal vectors.
3. At each displaced point form the augmented overlaps $M_{mD}$ and $M_{DD}$.
4. Decompose $M_{DD}=U\Sigma V^\dagger$, inspect $\Sigma$, and form $R=M_{mD}VU^\dagger$.
5. Take $r_{mD}\approx i[R(q)-R(-q)]/(2q)$. Halve $q$ to check the order, and combine the two results if more accuracy is wanted.

Nearly degenerate bands belong together because their separate eigenstates may rotate into each other over a very small $q$, while their common space changes slowly.

## A two-dimensional crystal

The model is a square lattice with constant 3 Å and one smooth well per cell, 80 eV deep and 1.4 Å in radius. The pseudo well is 40 eV deep. The smooth partial waves are polynomials times $e^{il\vartheta}$ with $|l|\le3$, six for each $l$, hence $7\times6=42$ projectors. Their all-electron partners carry a smooth factor larger than one near the atom. This is a formal dataset, not one built from atomic solutions; it keeps $S$ positive and lets completeness be varied. The direction $\mathbf e$ lies at 30° to the $x$ axis. Band 0 is the outside state and bands 1 and 2 form $D$.

At the general point $\mathbf k=(0.10,0.17)\,2\pi/a$, with $a$ now the lattice constant, the lowest energies are $-41.34$, $-8.73$, $-8.22$ and $3.31$ eV. The group is well separated. The perturbation formula gives $|r_{01}|=0.2062$ Å and $|r_{02}|=0.2562$ Å, so

$$\|r_{0D}\|=\sqrt{0.2062^2+0.2562^2}\ \text{Å}=0.3289\ \text{Å}=0.6215\ \text{bohr}.$$

Errors below are norms of the difference from this formula's row:

| $q$ (Å⁻¹) | forward (Å) | central (Å) |
|---|---|---|
| 0.04 | $4.55\times10^{-4}$ | $3.31\times10^{-5}$ |
| 0.02 | $2.22\times10^{-4}$ | $8.23\times10^{-6}$ |
| 0.01 | $1.09\times10^{-4}$ | $2.06\times10^{-6}$ |

In the last halving the forward error falls by $2.22/1.09\approx2.0$ and the central error by $8.23/2.06\approx4.0$: orders one and two. The last two Richardson errors, $4.13\times10^{-8}$ and $2.60\times10^{-9}$ Å, have ratio 15.9, close to $2^4$. Before every alignment the displaced pair was multiplied by a random unitary matrix, so these results also test the gauge fixing.

With $Q_{ij}(0)$ alone, the central error at $q=0.01$ Å⁻¹ is 0.0916 Å, equal to the norm of the missing dipole sum and $0.0916/0.3289\approx28\%$ of $\|r_{0D}\|$. With the term linear in $q$ restored, it is $1.7\times10^{-6}$ Å and of second order. That this is slightly below the error with the full $Q_{ij}(q)$ is a matter of coefficients in this case, not a rule.

Rounding shows at $q=10^{-8}$ Å⁻¹, where the central error is $1.1\times10^{-6}$ Å, against $2.6\times10^{-10}$ Å at $10^{-4}$ Å⁻¹. The first value suggests $\delta\approx1.1\times10^{-6}\times10^{-8}\approx10^{-14}$, and the table gives $c\approx2.06\times10^{-6}/0.01^2\approx0.02$ Å³. The best step is then roughly $(10^{-14}/0.04)^{1/3}\approx6\times10^{-5}$ Å⁻¹. Less tightly converged eigenstates have a larger $\delta$ and need a longer step.

At $\Gamma$ bands 1 and 2 are degenerate at $-8.01$ eV. Their basis was deliberately mixed so that the two elements have magnitudes in the ratio 0.6 to 0.8: 0.197 and 0.263 Å, with norm 0.3284 Å. Fixing phases alone at $q=0.01$ Å⁻¹ leaves an error of 86% of this norm for the basis used here. The figure is not universal: it also depends on the relative phase with which the two states were mixed, which the magnitudes do not fix. With the singular value decomposition the error is $8.2\times10^{-6}$ Å and falls as $q^2$. The pair degenerate by the symmetry of the square lattice transforms like $(x,y)$ and is odd under inversion. Band 0 must then be even, since for equal parities $R$ would be even in $q$ and $r_{0D}$ would vanish. The parity argument therefore applies, and forward and central results agree to better than $10^{-7}$ of the norm, the tolerance of the test.

A separate all-electron plane-wave calculation, using momentum elements and no augmentation, gives the same norms to the digits quoted here. At the general point the relative deviation of the PAW norm is $2.9\times10^{-2}$ with two radial functions per $l$, $2.1\times10^{-4}$ with four and $2.1\times10^{-6}$ with six. For comparison, the forward error at $q=0.01$ Å⁻¹, measured with the six-function dataset, is $1.09\times10^{-4}/0.3289\approx3\times10^{-4}$ of the norm, nearly a hundred times smaller than the deviation found with two functions. Finite differences were not computed for the smaller datasets. The completeness deviations refer to the norm, which does not see a rotation of bands 1 and 2 into each other; the separate elements $r_{01}$ and $r_{02}$ can deviate from their all-electron values by more.

## Computed results

```
lattice constant 3.0 A, disc radius 1.4 A
well depth 80 eV, pseudo well 40 eV
q direction 30 deg from x
plane waves: PAW 289, all-electron 625
projectors 42 (6 radial for each l)
GENERAL k = (0.10, 0.17) in units of 2 pi / a
PAW energies, bands 0-3 (eV): [-41.337  -8.726  -8.215   3.306]
|r_01| 0.20624 A, |r_02| 0.25620 A
norm of r_0D 0.32890 A = 0.62153 bohr
q (1/A), forward error (A), central error (A), 1 - min sing. value
0.08  9.467e-04  1.341e-04  2.137e-03
0.04  4.554e-04  3.305e-05  5.572e-04
0.02  2.218e-04  8.233e-06  1.422e-04
0.01  1.092e-04  2.056e-06  3.592e-05
Richardson errors (A): 6.46e-07 4.13e-08 2.60e-09
orders: forward 1.022, central 2.001
orders: Richardson 3.992, sing. value 1.985
on-site dipole part of r_0D 0.09163 A
central error with Q(0) only, q=0.01: 0.09163 A
central error with Q to first order, q=0.01: 1.694e-06 A
its order 2.002
central error at q=1e-4 1/A: 2.6e-10 A
central error at q=1e-8 1/A: 1.1e-06 A
GAMMA
PAW energies, bands 0-3 (eV): [-41.36   -8.013  -8.013   1.615]
norm of r_0D 0.32843 A = 0.62064 bohr
|r_01| 0.19706 A, |r_02| 0.26274 A
q=0.08 1/A: SVD central error 5.170e-04 A
q=0.04 1/A: SVD central error 1.311e-04 A
q=0.02 1/A: SVD central error 3.291e-05 A
q=0.01 1/A: SVD central error 8.234e-06 A
order 1.999; forward equals central
phase-only fixing, q=0.01: relative error 0.864
ALL-ELECTRON COMPARISON
general k: all-electron norm of r_0D 0.32890 A
  PAW deviation: energy 1.4e-04 eV, relative r 2.1e-06
Gamma: all-electron norm of r_0D 0.32843 A
  PAW deviation: energy 3.3e-05 eV, relative r 1.0e-05
2 radial waves: energy dev. 4.5e-01 eV, relative r dev. 2.9e-02
4 radial waves: energy dev. 3.6e-03 eV, relative r dev. 2.1e-04
6 radial waves: energy dev. 1.4e-04 eV, relative r dev. 2.1e-06
```
